# The ALDA Exchange Kernel and the Compressibility Sum Rule: verification in Python

```python
"""
Result under test (uniform spin-unpolarized electron gas, Hartree atomic units):
  exchange kernel  f_x = d2(e_x)/dn2 = -pi/kF^2,
  sum rule         chi_proper(q->0, static) = -n^2 kappa,
where chi_proper = chi0/(1 - f_xc chi0) uses the ALDA kernel f_xc = f_x + f_c.
n: density; kF: Fermi wave vector; rs: radius of the sphere holding one electron;
e_x, e_c: exchange and correlation energy per volume; chi0: noninteracting response;
chi_proper: response to external plus Hartree potential; kappa: compressibility.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import spherical_jn
from pyscf.dft import libxc

pi = np.pi
X_ONLY, C_ONLY, XC = "LDA_X,", ",LDA_C_PW_MOD", "LDA_X,LDA_C_PW_MOD"


def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi(n):
    return (3 * pi**2 * n) ** (1 / 3)


def library(code, n):
    """Energy per electron, potential and kernel from the functional library."""
    rho = np.atleast_1d(np.asarray(n, dtype=float))
    exc, vxc, fxc, _ = libxc.eval_xc(code, rho, spin=0, deriv=2)
    return np.ravel(exc), np.ravel(vxc[0]), np.ravel(fxc[0])


def kernel(code, n):
    return float(library(code, n)[2][0])


def second_derivative(func, x, rel_step=5e-3):
    h = rel_step * x
    return (-func(x - 2*h) + 16*func(x - h) - 30*func(x)
            + 16*func(x + h) - func(x + 2*h)) / (12 * h**2)


# Perdew-Wang 1992 correlation energy per electron, unpolarized gas
PW_A, PW_ALPHA = 0.0310907, 0.21370
PW_BETA = (7.5957, 3.5876, 1.6382, 0.49294)


def eps_c(n):
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    s = sum(b * rs ** ((i + 1) / 2) for i, b in enumerate(PW_BETA))
    return -2 * PW_A * (1 + PW_ALPHA*rs) * np.log(1 + 1 / (2 * PW_A * s))


def eps_total(n):
    """Kinetic + exchange + correlation energy per electron."""
    k = fermi(n)
    return 3 * k**2 / 10 - 3 * k / (4 * pi) + eps_c(n)


# Exchange energy per volume by quadrature over the exchange hole
nodes, weights = np.polynomial.legendre.leggauss(16)
edges = np.linspace(0, 400, 401)
x_quad = (edges[:-1, None] + 0.5 * (nodes + 1)).ravel()
w_quad = np.tile(0.5 * weights, 400)


def exchange_from_hole(n):
    k = fermi(n)
    u, du = x_quad / k, w_quad / k
    hole = -(n / 2) * (3 * spherical_jn(1, k * u) / (k * u)) ** 2
    return 0.5 * n * np.sum(du * 4 * pi * u * hole)


def lindhard(q, k):
    x = q / (2 * k)
    return -(k / pi**2) * (0.5 + (1 - x*x) / (4*x) * np.log(abs((1+x) / (1-x))))


def modulated_gas(n, q, code=None, amplitude=1e-4, nk=60, nz=64):
    """Density response to amplitude*cos(qz) by diagonalization; the LDA
    potential is self-consistent and nonlinear, and no kernel is used.
    Transverse momenta are integrated analytically."""
    k_f = fermi(n)
    mu = k_f**2 / 2
    m_max = int(np.ceil(k_f / q)) + 4
    m = np.arange(-m_max, m_max + 1)
    k = q * ((np.arange(nk) + 0.5) / nk - 0.5)
    phase = 2 * pi * np.arange(nz) / nz
    waves = np.exp(1j * np.outer(phase, m))
    kinetic = 0.5 * (k[:, None] + q * m) ** 2
    applied = amplitude * np.cos(phase)
    v_xc = np.zeros(nz)
    previous = 0.0
    for _ in range(80):
        v_hat = np.fft.fft(applied + v_xc).real / nz
        ham = np.tile(v_hat[(m[:, None] - m[None, :]) % nz], (nk, 1, 1))
        ham[:, np.arange(len(m)), np.arange(len(m))] += kinetic
        energy, coef = np.linalg.eigh(ham)
        occupation = np.maximum(mu - energy, 0) / pi * (q / nk) / (2 * pi)
        orbitals = np.abs(waves @ coef) ** 2
        rho = np.einsum("kzb,kb->z", orbitals, occupation)
        response = 2 * np.mean(rho * np.cos(phase)) / amplitude
        if abs(response - previous) < 1e-9:
            return response
        previous = response
        if code is not None:
            v_xc = library(code, rho)[1] - library(code, rho.mean())[1][0]
    raise RuntimeError("self-consistency not reached")


# Exchange kernel, correlation energy and thermodynamics at three densities
print("Uniform gas; energies in Ha, lengths in bohr, kernels in Ha bohr^3")
print("PW92 parameters A, alpha1:", PW_A, PW_ALPHA)
print("PW92 parameters beta1..beta4:", *PW_BETA)
print("rs | kF | f_x | f_c | f_xc | pi^2/kF | kappa0/kappa")
for rs in (1.0, 2.0, 4.0):
    n = density(rs)
    kF = fermi(n)
    f_x = -pi / kF**2
    f_x_hole = second_derivative(exchange_from_hole, n)
    assert abs(f_x_hole / f_x - 1) < 1e-4
    assert abs(kernel(X_ONLY, n) / f_x - 1) < 1e-6
    assert abs(library(C_ONLY, n)[0][0] - eps_c(n)) < 1e-6
    # bulk modulus from the energy-volume curve of one electron
    bulk = (1 / n) * second_derivative(lambda vol: eps_total(1 / vol), 1 / n)
    curvature = second_derivative(lambda d: d * eps_total(d), n)
    assert abs(bulk / (n**2 * curvature) - 1) < 1e-5
    f_xc = kernel(XC, n)
    assert abs((bulk / n**2 - pi**2 / kF) / f_xc - 1) < 1e-4
    ratio = bulk / (n**2 * pi**2 / kF)
    print(f"{rs:.0f} | {kF:.5f} | {f_x:.5f} | {kernel(C_ONLY, n):.5f} | "
          f"{f_xc:.5f} | {pi**2/kF:.5f} | {ratio:.5f}")

# Worked example
rs = 2.0
n = density(rs)
kF = fermi(n)
f_x, f_c, f_xc = -pi / kF**2, kernel(C_ONLY, n), kernel(XC, n)
bulk = (1 / n) * second_derivative(lambda vol: eps_total(1 / vol), 1 / n)
to_GPa = (sc.physical_constants["Hartree energy"][0]
          / sc.physical_constants["Bohr radius"][0] ** 3 / 1e9)
print(f"Worked example rs = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"exchange energy per volume, hole quadrature = "
      f"{exchange_from_hole(n):.7f} Ha/bohr^3")
print(f"exchange energy per volume, -kF^4/(4 pi^3) = "
      f"{-kF**4/(4*pi**3):.7f} Ha/bohr^3")
print(f"exchange potential -kF/pi = {-kF/pi:.5f} Ha")
print(f"f_x from hole energies = "
      f"{second_derivative(exchange_from_hole, n):.5f} Ha bohr^3")
print(f"correlation energy per electron = {eps_c(n):.6f} Ha")
print(f"d2e/dn2 = pi^2/kF + f_xc = {pi**2/kF + f_xc:.5f} Ha bohr^3")
print(f"bulk modulus 1/kappa from E(V) = {bulk:.7f} Ha/bohr^3")
print(f"bulk modulus 1/kappa = {bulk*to_GPa:.2f} GPa")
print(f"compressibility kappa = {1/bulk:.3f} bohr^3/Ha")
print(f"-n^2 kappa from E(V) = {-n**2/bulk:.6f} 1/(Ha bohr^3)")

# Static response of the weakly modulated gas, extrapolated to q = 0
print("Modulated gas, responses in 1/(Ha bohr^3); amplitude 0.0001 Ha")
limits = {}
for label, code, f in (("no xc", None, 0.0), ("exchange only", X_ONLY, f_x),
                       ("full LDA", XC, f_xc)):
    values = []
    for fraction in (0.4, 0.2):
        q = fraction * kF
        found = modulated_gas(n, q, code)
        chi0 = lindhard(q, kF)
        predicted = chi0 / (1 - f * chi0)
        assert abs(found / predicted - 1) < 1e-3
        values.append(found)
        print(f"{label}, q = {fraction:.1f} kF: computed {found:.6f}, "
              f"kernel formula {predicted:.6f}")
    limits[label] = (4 * values[1] - values[0]) / 3
    print(f"{label}, extrapolated to q = 0: {limits[label]:.6f}")
assert abs(limits["no xc"] / (-kF / pi**2) - 1) < 1e-3
assert abs(limits["full LDA"] / (-n**2 / bulk) - 1) < 1e-3
x_curv = second_derivative(
    lambda d: fermi(d)**5 / (10 * pi**2) + exchange_from_hole(d), n)
assert abs(limits["exchange only"] * x_curv + 1) < 1e-3
# the missing pieces are far larger than the tolerance of the sum-rule test
assert abs(limits["exchange only"] / (-n**2 / bulk) - 1) > 1e-2
assert abs(limits["no xc"] / (-n**2 / bulk) - 1) > 0.2
print(f"noninteracting limit -kF/pi^2 = {-kF/pi**2:.6f} 1/(Ha bohr^3)")
print(f"exchange-only limit from energy = {-1/x_curv:.6f} 1/(Ha bohr^3)")
f_extracted = 1 / limits["no xc"] - 1 / limits["full LDA"]
print(f"f_xc extracted from the two limits = {f_extracted:.4f} Ha bohr^3")

# Densities at which the inverse compressibility vanishes
rs_x = (9 * pi / 4) ** (1 / 3) * pi
n_x = density(rs_x)
x_zero = second_derivative(
    lambda d: fermi(d)**5 / (10 * pi**2) + exchange_from_hole(d), n_x)
assert abs(x_zero) < 1e-4 * pi**2 / fermi(n_x)
rs_xc = brentq(lambda r: pi**2 / fermi(density(r)) + kernel(XC, density(r)), 3, 8)
above, below = [second_derivative(lambda d: d * eps_total(d), density(r))
                for r in (0.99 * rs_xc, 1.01 * rs_xc)]
assert above > 0 > below
print(f"1/kappa = 0, exchange only: rs = {rs_x:.4f} bohr")
print(f"1/kappa = 0, exchange and correlation: rs = {rs_xc:.4f} bohr")
print("done: every assertion held")
```

Output:

```
Uniform gas; energies in Ha, lengths in bohr, kernels in Ha bohr^3
PW92 parameters A, alpha1: 0.0310907 0.2137
PW92 parameters beta1..beta4: 7.5957 3.5876 1.6382 0.49294
rs | kF | f_x | f_c | f_xc | pi^2/kF | kappa0/kappa
1 | 1.91916 | -0.85296 | -0.03397 | -0.88693 | 5.14267 | 0.82754
2 | 0.95958 | -3.41184 | -0.24205 | -3.65389 | 10.28535 | 0.64475
4 | 0.47979 | -13.64735 | -1.66296 | -15.31030 | 20.57069 | 0.25572
Worked example rs = 2.0 bohr
density n = 0.029842 bohr^-3
exchange energy per volume, hole quadrature = -0.0068361 Ha/bohr^3
exchange energy per volume, -kF^4/(4 pi^3) = -0.0068362 Ha/bohr^3
exchange potential -kF/pi = -0.30544 Ha
f_x from hole energies = -3.41182 Ha bohr^3
correlation energy per electron = -0.044759 Ha
d2e/dn2 = pi^2/kF + f_xc = 6.63146 Ha bohr^3
bulk modulus 1/kappa from E(V) = 0.0059054 Ha/bohr^3
bulk modulus 1/kappa = 173.74 GPa
compressibility kappa = 169.336 bohr^3/Ha
-n^2 kappa from E(V) = -0.150796 1/(Ha bohr^3)
Modulated gas, responses in 1/(Ha bohr^3); amplitude 0.0001 Ha
no xc, q = 0.4 kF: computed -0.095919, kernel formula -0.095919
no xc, q = 0.2 kF: computed -0.096901, kernel formula -0.096901
no xc, extrapolated to q = 0: -0.097228
exchange only, q = 0.4 kF: computed -0.142578, kernel formula -0.142579
exchange only, q = 0.2 kF: computed -0.144760, kernel formula -0.144760
exchange only, extrapolated to q = 0: -0.145487
full LDA, q = 0.4 kF: computed -0.147675, kernel formula -0.147676
full LDA, q = 0.2 kF: computed -0.150016, kernel formula -0.150017
full LDA, extrapolated to q = 0: -0.150797
noninteracting limit -kF/pi^2 = -0.097226 1/(Ha bohr^3)
exchange-only limit from energy = -0.145486 1/(Ha bohr^3)
f_xc extracted from the two limits = -3.6536 Ha bohr^3
1/kappa = 0, exchange only: rs = 6.0292 bohr
1/kappa = 0, exchange and correlation: rs = 5.2495 bohr
done: every assertion held
```
